# Kinetic inductance and resistance of a 10 nm copper wire: a program that tests the result

```python
"""Kinetic inductance and resistance of a 10 nm square copper wire at 10 GHz.

Result under test: in the free-electron model the series impedance per length
is Z = R + j*omega*L_k, with L_k = m/(n e^2 A) and R = rho/A = L_k/tau.
L_k is near 4.2 microhenry per metre, yet R >> omega*L_k at 10 GHz.
n: electron density, A: cross-section, rho: bulk resistivity, tau: relaxation
time, omega: angular frequency. Time dependence is exp(+j*omega*t).
Also tested: uniform current, magnetic inductance, and diffuse (rough) walls.
"""
import numpy as np
from scipy.constants import e, m_e, hbar, mu_0, pi
from scipy.integrate import solve_ivp
from scipy.special import jv

# Inputs: rough two-figure copper values and the chosen geometry
density = 8.5e28
resistivity = 1.7e-8
side = 10e-9
frequency = 10e9
return_radius = 100e-9

area = side**2
omega = 2 * pi * frequency
L_kin = m_e / (density * e**2 * area)
R_bulk = resistivity / area
tau = m_e / (density * e**2 * resistivity)
k_fermi = (3 * pi**2 * density) ** (1 / 3)
v_fermi = hbar * k_fermi / m_e
mean_free_path = v_fermi * tau
reactance = omega * L_kin
crossover = 1 / (2 * pi * tau)


def gauss(n_points, low, high):
    x, w = np.polynomial.legendre.leggauss(n_points)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# Kinetic inductance from the energy and current of a shifted Fermi sphere
def sphere_energy_current(shift):
    """Energy density and current density of a Fermi sphere moved by shift."""
    mu, w = gauss(80, -1, 1)
    edge = shift * mu + np.sqrt(k_fermi**2 - shift**2 * (1 - mu**2))
    states = 2 * 2 * pi / (2 * pi) ** 3
    energy = states * hbar**2 / (2 * m_e) * np.sum(w * edge**5 / 5)
    current = states * e * hbar / m_e * np.sum(w * mu * edge**4 / 4)
    return energy, current


energy_rest, current_rest = sphere_energy_current(0.0)
energy_moved, current_moved = sphere_energy_current(0.02 * k_fermi)
L_energy = 2 * (energy_moved - energy_rest) / (current_moved**2 * area)
assert abs(L_energy / L_kin - 1) < 1e-8
assert abs(L_kin * 1e6 - 4.2) < 0.05


# Impedance from time integration of the equation of motion
def impedance_from_motion(angular_frequency):
    """Time is in units of tau; current is in units of E0/R_bulk."""
    w = angular_frequency * tau
    period = 2 * pi / w

    def rates(t, y):
        return [np.cos(w * t) - y[0], y[0] * np.cos(w * t), y[0] * np.sin(w * t)]

    start = np.ceil(40 / period) * period
    options = dict(method="DOP853", rtol=1e-9, atol=1e-10)
    settled = solve_ivp(rates, (0, start), [0, 0, 0], **options).y[0, -1]
    final = solve_ivp(rates, (start, start + period), [settled, 0, 0], **options)
    admittance = 2 / period * (final.y[1, -1] - 1j * final.y[2, -1])
    return m_e / (density * e**2 * tau * area) / admittance


for test_omega in (omega, 1 / tau):
    Z_motion = impedance_from_motion(test_omega)
    assert abs(Z_motion.real / R_bulk - 1) < 1e-5
    assert abs(Z_motion.imag / (test_omega * L_kin) - 1) < 1e-3
Z_cross = impedance_from_motion(2 * pi * crossover)
assert abs(Z_cross.imag / Z_cross.real - 1) < 1e-4
assert R_bulk > 100 * reactance

# Skin effect: full field solution in a round wire of equal area
skin_depth = np.sqrt(2 * resistivity / (omega * mu_0))
radius = np.sqrt(area / pi)


def round_wire_impedance(r):
    k = (1 - 1j) / skin_depth
    return k * resistivity / (2 * pi * r) * jv(0, k * r) / jv(1, k * r)


Z_round = round_wire_impedance(radius)
L_internal = mu_0 / (8 * pi)
assert abs(Z_round.real / R_bulk - 1) < 1e-7
assert abs(Z_round.imag / omega / L_internal - 1) < 1e-4
thick = 5 * skin_depth
assert round_wire_impedance(thick).real > 2 * resistivity / (pi * thick**2)

# Magnetic inductance with a coaxial return; the square is checked directly
L_mag = mu_0 / (2 * pi) * np.log(return_radius / radius) + L_internal
s, ws = gauss(100, 0, 1)
S, W = np.meshgrid(s, s, indexing="ij")
mean_log = np.sum(np.outer(ws, ws) * 8 * S * (1 - S) * (1 - S * W)
                  * (np.log(S) + 0.5 * np.log(1 + W**2)))
L_mag_square = mu_0 / (2 * pi) * (np.log(return_radius / side) - mean_log)
assert abs(L_mag_square / L_mag - 1) < 0.01
equal_radius = radius * np.exp((L_kin - L_internal) * 2 * pi / mu_0)
assert L_mag < L_kin
total_ratio = R_bulk / (omega * (L_kin + L_mag))
assert total_ratio > 100


# Diffuse walls: impedance from the fraction of electrons yet to meet a wall
def rough_impedance(angular_frequency):
    theta, wt = gauss(400, 0, pi / 2)
    phi, wp = gauss(40, 0, pi / 4)
    T, P = np.meshgrid(theta, phi, indexing="ij")
    scale = mean_free_path / side * np.sin(T)
    a, b = scale * np.cos(P), scale * np.sin(P)
    end = 1 / a
    p = 1 + 1j * angular_frequency * tau
    at_start = 1 / p - (a + b) / p**2 + 2 * a * b / p**3
    slope_end = -(a + b) + 2 * a * b * end
    at_end = np.exp(-p * end) * (slope_end / p**2 + 2 * a * b / p**3)
    weight = np.outer(wt, wp) * 3 * np.cos(T) ** 2 * np.sin(T) / (pi / 4)
    return R_bulk / np.sum(weight * (at_start - at_end))


Z_rough = rough_impedance(omega)
R_rough = Z_rough.real
L_rough = Z_rough.imag / omega

# The same from random electron paths ended by a wall or by bulk scattering
rng = np.random.default_rng(7)
count = 1_500_000
cosine = rng.uniform(-1, 1, count)
angle = rng.uniform(0, 2 * pi, count)
sine = np.sqrt(1 - cosine**2)
free_time = rng.exponential(tau, count)
for direction in (np.cos(angle), np.sin(angle)):
    speed = v_fermi * sine * direction
    position = rng.uniform(0, side, count)
    distance = np.where(speed > 0, position, side - position)
    free_time = np.minimum(free_time, distance / np.abs(speed))
moment_0 = np.mean(3 * cosine**2 * free_time)
moment_1 = np.mean(3 * cosine**2 * free_time**2 / 2)
assert abs(L_kin / moment_0 / R_rough - 1) < 0.01
assert abs(L_kin * moment_1 / moment_0**2 / L_rough - 1) < 0.03
high_omega = 300 / tau
assert abs(rough_impedance(high_omega).imag / (high_omega * L_kin) - 1) < 0.01
rough_ratio = R_rough / (omega * (L_rough + L_mag))
assert R_rough > R_bulk and rough_ratio > 100

print(f"Electron density (rough input): {density:.1e} m^-3")
print(f"Bulk resistivity (rough input): {resistivity:.1e} ohm m")
print(f"Wire side: {side*1e9:.0f} nm")
print(f"Cross-section: {area:.1e} m^2")
print(f"Frequency: {frequency/1e9:.0f} GHz")
print(f"Angular frequency: {omega:.3e} rad/s")
print(f"Relaxation time: {tau*1e15:.1f} fs")
print(f"Fermi velocity: {v_fermi:.2e} m/s")
print(f"Bulk mean free path: {mean_free_path*1e9:.1f} nm")
print(f"Kinetic inductance m/(n e^2 A): {L_kin*1e6:.2f} microhenry/m")
print(f"Same from shifted Fermi sphere: {L_energy*1e6:.2f} microhenry/m")
print(f"Resistance, bulk scattering: {R_bulk*1e-6:.0f} ohm/micrometre")
print(f"Same in SI: {R_bulk:.2e} ohm/m")
print(f"Kinetic reactance: {reactance*1e-6:.3f} ohm/micrometre")
print(f"omega*tau: {omega*tau:.2e} (no unit)")
print(f"Resistance / kinetic reactance: {R_bulk/reactance:.0f} (no unit)")
print(f"Phase angle of impedance: {np.degrees(omega*tau):.3f} degree")
print(f"Crossover frequency: {crossover/1e12:.2f} THz")
print(f"Skin depth: {skin_depth*1e9:.0f} nm")
print(f"Equal-area radius: {radius*1e9:.2f} nm")
print(f"Return radius: {return_radius*1e9:.0f} nm")
print(f"Internal magnetic inductance: {L_internal*1e6:.3f} microhenry/m")
print(f"Magnetic inductance, round wire: {L_mag*1e6:.3f} microhenry/m")
print(f"Magnetic inductance, square: {L_mag_square*1e6:.3f} microhenry/m")
print(f"Return radius for L_m = L_k: {equal_radius:.1f} m")
print(f"Resistance / total reactance: {total_ratio:.0f} (no unit)")
print(f"Rough walls, resistance: {R_rough*1e-6:.0f} ohm/micrometre")
print(f"Rough walls, R / bulk R: {R_rough/R_bulk:.2f} (no unit)")
print(f"Rough walls, kinetic inductance: {L_rough*1e6:.2f} microhenry/m")
print(f"Rough walls, L / L_k: {L_rough/L_kin:.2f} (no unit)")
print(f"Rough walls, R / total reactance: {rough_ratio:.0f} (no unit)")
print("all good")
```

It prints:

```
Electron density (rough input): 8.5e+28 m^-3
Bulk resistivity (rough input): 1.7e-08 ohm m
Wire side: 10 nm
Cross-section: 1.0e-16 m^2
Frequency: 10 GHz
Angular frequency: 6.283e+10 rad/s
Relaxation time: 24.6 fs
Fermi velocity: 1.57e+06 m/s
Bulk mean free path: 38.7 nm
Kinetic inductance m/(n e^2 A): 4.17 microhenry/m
Same from shifted Fermi sphere: 4.17 microhenry/m
Resistance, bulk scattering: 170 ohm/micrometre
Same in SI: 1.70e+08 ohm/m
Kinetic reactance: 0.262 ohm/micrometre
omega*tau: 1.54e-03 (no unit)
Resistance / kinetic reactance: 648 (no unit)
Phase angle of impedance: 0.088 degree
Crossover frequency: 6.48 THz
Skin depth: 656 nm
Equal-area radius: 5.64 nm
Return radius: 100 nm
Internal magnetic inductance: 0.050 microhenry/m
Magnetic inductance, round wire: 0.625 microhenry/m
Magnetic inductance, square: 0.622 microhenry/m
Return radius for L_m = L_k: 5.1 m
Resistance / total reactance: 564 (no unit)
Rough walls, resistance: 800 ohm/micrometre
Rough walls, R / bulk R: 4.70 (no unit)
Rough walls, kinetic inductance: 4.32 microhenry/m
Rough walls, L / L_k: 1.03 (no unit)
Rough walls, R / total reactance: 2575 (no unit)
all good
```
